# Heat Current and Atomic Virials for Many-Body Potentials, part 2

Which atomic virial gives the heat current of a classical simulation, and what do other choices do to bending waves? Atom $i$ has position $r_i$, velocity $v_i$ and energy $E_i$, its kinetic energy plus the site energy $U_i$. With $r_{ij}=r_j-r_i$ and $G_{ij}=\partial U_i/\partial r_{ij}$, the full current is

$$J=\sum_iE_iv_i+\sum_iW_i\cdot v_i,\qquad
W_i=\sum_jr_{ij}\otimes G_{ji}. \tag{6}$$

The pair-force virial has the same total:

$$F_{ij}=G_{ij}-G_{ji},\qquad
W_i^{\rm half}=-\tfrac12\sum_jr_{ij}\otimes F_{ij}. \tag{7}$$

Its current is complete if every $G_{ij}+G_{ji}=0$. For volume $V$, temperature $\Theta$ and vanishing mean current, the conductivity is

$$\kappa=\frac{1}{Vk_B\Theta^2}\int_0^\infty C(t)\,dt,\qquad
C(t)=\langle J_x(0)J_x(t)\rangle . \tag{9}$$

Part (e) showed that a missing current leaves $\kappa$ unchanged if it is the time derivative of a moment $B$ bounded in mean square.

The computed results also list a six-atom cluster, in which the potential part of $J_x$ is compared with direct differentiation of $\sum_i r_iE_i$, for a pair and a many-body potential.

Now take a straight periodic strip, one cell wide, with cells of mass $m$ and spacing $a$ along $x$, and its centre of mass at rest. Here $u_i$ is the displacement along $z$, $v_i=\dot u_i$, and $b_i=u_{i+1}+u_{i-1}-2u_i$. The tension per unit width is $T$, and $Ka^2$ is the bending rigidity. For small slopes $b_i/a$ is the bending angle, and to second order

$$U_i=\tfrac T4\left[(u_{i+1}-u_i)^2+(u_i-u_{i-1})^2\right]
+\tfrac K2b_i^2 . \tag{11}$$

**Part (f) asks for the $x$ component of the heat current to second order from the full and pair-force virials, and then from a group virial, in which $\sum_kr_k\otimes f_k$ for the three forces $f_k$ of a bending triplet is shared equally among its atoms.**

**Solution.** In terms of the relative displacements from atom $i$, $b_i=(u_{i+1}-u_i)+(u_{i-1}-u_i)$. The transverse derivatives are therefore

$$G_{i,i\pm1}=\tfrac T2(u_{i\pm1}-u_i)+Kb_i .$$

Exchanging owner and moved atom gives

$$G_{i\pm1,i}=\tfrac T2(u_i-u_{i\pm1})+Kb_{i\pm1}.$$

The two neighbours lie at $+a$ and $-a$. The full virial component is

$$\begin{aligned}
W_i^{xz}&=a(G_{i+1,i}-G_{i-1,i})\\
&=-\tfrac{Ta}{2}(u_{i+1}-u_{i-1})+Ka(b_{i+1}-b_{i-1}).
\end{aligned}$$

For the pair-force virial, first subtract the derivatives:

$$F_{i,i\pm1}=T(u_{i\pm1}-u_i)+K(b_i-b_{i\pm1}).$$

Then

$$\begin{aligned}
-\tfrac a2(F_{i,i+1}-F_{i,i-1})
={}&-\tfrac{Ta}{2}(u_{i+1}-u_{i-1})\\
&+\tfrac{Ka}{2}(b_{i+1}-b_{i-1}).
\end{aligned}$$

The tension part agrees, while the bending part is halved.

For the group virial, the energy $Kb_i^2/2$ exerts transverse forces $-Kb_i$ on atoms $i\pm1$ and $2Kb_i$ on atom $i$. With $x$ measured from the middle atom, the triplet's $xz$ virial is

$$a(-Kb_i)+(-a)(-Kb_i)+0=0 .$$

The forces sum to zero, so the choice of origin does not matter. Sharing zero equally leaves zero on every atom.

All three currents can be written as

$$J_c=\sum_i v_i\left[-\tfrac{Ta}{2}(u_{i+1}-u_{i-1})
+cKa(b_{i+1}-b_{i-1})\right], \tag{12}$$

with $c=1,\frac12,0$ for the full, pair-force and group virials. Second-order longitudinal motion adds nothing: the zeroth-order $xx$ virial is the same on every atom and multiplies the sum of longitudinal velocities, which is zero with the centre of mass at rest. The convective term is of higher order.

The missing half has a mechanical meaning at long wavelength. With $D=Ka^3$, the energy flux of a bent strip without tension is

$$j=Du'''\dot u-Du''\dot u' .$$

Indeed, $\partial j/\partial x=Du''''\dot u-Du''\dot u''$. This is minus the rate of change of kinetic plus bending energy when the mass per length times the acceleration is $-Du''''$. The first term of $j$ is the rate of work of the shear force. The second is the rate of work of the bending moment on a rotating section. On a periodic strip, integration by parts makes their integrals equal. The pair-force result has the integral of the shear-force part alone, and the group result has neither part.

### (g) Speed of the energy in a plane wave

**Find the current per unit energy for a travelling wave and compare it with the group velocity.**

**Solution.** Differentiating the total of (11) gives the equation of motion

$$m\ddot u_i=Tb_i-K(b_{i+1}+b_{i-1}-2b_i).$$

Insert $u_i=A\cos\theta_i$, with $\theta_i=qia-\omega t$. A second difference multiplies a wave by $2\cos qa-2=-4s^2$, where $s=\sin(qa/2)$. Hence

$$m\omega^2=4Ts^2+16Ks^4 . \tag{13}$$

The velocity is $v_i=A\omega\sin\theta_i$. The differences in (12) are

$$u_{i+1}-u_{i-1}=-2A\sin(qa)\sin\theta_i,$$

$$b_{i+1}-b_{i-1}=8As^2\sin(qa)\sin\theta_i .$$

Since $\sin^2\theta_i$ averages to one half, the mean current per cell is

$$\tfrac12aA^2\omega\sin(qa)\,(T+8cKs^2).$$

The mean kinetic energy per cell is $m\omega^2A^2/4$. The mean potential energy is $A^2(Ts^2+4Ks^4)$, which has the same value by (13). The total is $m\omega^2A^2/2$, so the apparent energy velocity is

$$v_c=\frac{a\sin(qa)\,(T+8cKs^2)}{m\omega}. \tag{14}$$

To obtain the group velocity, differentiate (13), using $d(s^2)/dq=\frac12a\sin qa$:

$$2m\omega\frac{d\omega}{dq}
=(4T+32Ks^2)\,\tfrac12a\sin(qa).$$

This gives $d\omega/dq=v_1$. The full current moves the wave energy at its group velocity. For $T=0$ the pair-force and group currents move it at one half of that velocity and at zero.

If $T>0$, all three velocities approach $a\sqrt{T/m}$ as positive $q$ tends to zero. Tension and bending carry equal parts of the full current at $8Ks^2=T$. For a running wave with nonzero velocity and $K>0$ the missing current has a constant nonzero mean, and its time integral grows in proportion to time. It is therefore not the time derivative of a bounded moment $B$, and part (e) does not excuse it. Its size belongs to the site energies (11), in which bending is an angle term. Since $b_i^2=2(u_{i+1}-u_i)^2+2(u_{i-1}-u_i)^2-(u_{i+1}-u_{i-1})^2$, the same quadratic total can also be written as equally shared pair terms between first and second neighbours. With those site energies $G_{ij}+G_{ji}=0$, and the pair-force current is complete.

### (h) A packet that can be followed

**Use spacing 0.16 nm, mass 12 u, bending rigidity 1.5 eV and tension 0.30 N/m. Find the three velocities at a wavelength of 1.60 nm, and compare the currents with the travel of a wave packet during 4.00 ps.**

**Solution.** The bending stiffness is the rigidity divided by $a^2$:

$$K=\frac{1.50\ {\rm eV}}{(0.16\ {\rm nm})^2}=9.39\ {\rm N/m}.$$

The wavelength is ten cells, so $qa=36^\circ$ and $s^2=\sin^2 18^\circ=0.0955$. Equation (13) gives

$$m\omega^2=4(0.30)(0.0955)+16(9.39)(0.0955)^2
=1.48\ {\rm N/m}.$$

With $m=1.99\times10^{-26}$ kg this means $\omega=8.63\times10^{12}\ {\rm s^{-1}}$. The bracket in (14) is $0.30+7.17c$ in N/m, and the velocities are 4.09, 2.13 and 0.16 km/s for $c=1,\frac12,0$.

The packet has a Gaussian displacement envelope with a standard deviation of 20 cells, starts at cell 200 of a 600-cell ring, and contains only right-moving waves. Its equation of motion is integrated in time. The centre of its energy moves 16.50 nm. The time integral of each current, divided by the packet energy, predicts 16.50 nm for the full virial, 8.57 nm for the pair-force virial and 0.65 nm for the group virial. The travel need not equal 4 ps times the velocity at the central wavelength, because the packet contains a range of wave numbers.

### (i) From current to conductivity

**Assume classical equilibrium and a common lifetime $\tau$ for the fluctuations of all mode energies. Derive the conductivity from each current, and evaluate it at 300 K with $\tau=10$ ps and a nominal thickness of 0.34 nm.**

**Solution.** On a ring of $N$ cells write

$$u_i=\frac1{\sqrt N}\sum_qU_qe^{iqx_i},\qquad
U_q=a_q+a_{-q}^*,$$

where $x_i$ is the position of cell $i$, $a_q=A_qe^{-i\omega t}$, and an $i$ outside an index is the imaginary unit. Then $\dot U_q=-i\omega(a_q-a_{-q}^*)$. The operation in the brackets of (12) multiplies a plane wave by $-ig_c$, with

$$g_c(q)=a\sin(qa)(T+8cKs^2)=m\omega v_c .$$

Therefore

$$\begin{aligned}
J_c&=\sum_q\dot U_q^*(-ig_c)U_q\\
&=\sum_q\omega g_c(a_q^*-a_{-q})(a_q+a_{-q}^*).
\end{aligned}$$

Expansion gives $|a_q|^2-|a_{-q}|^2+a_q^*a_{-q}^*-a_{-q}a_q$. The last two products are even in $q$ while $\omega g_c$ is odd, so they cancel in the sum. The first two give $2\sum_q\omega g_c|A_q|^2$. The total energy is

$$\tfrac m2\sum_q\left(|\dot U_q|^2+\omega^2|U_q|^2\right)
=\sum_q2m\omega^2|A_q|^2\equiv\sum_qE_q .$$

Thus

$$J_c=\sum_qE_qv_c(q). \tag{15}$$

In the harmonic strip this current is constant, and its integrated correlation diverges. Scattering has to be added; here it enters through the assumed lifetime.

The Boltzmann weight is a product of Gaussians in the real and imaginary parts of $A_q$. Each $E_q$ then has an exponential distribution with mean $k_B\Theta$ and variance $(k_B\Theta)^2$. The mode $q=0$ is left out, because the centre of mass is at rest. Opposite wave numbers give zero mean current. With the assumed decay,

$$\langle J_c(0)J_c(t)\rangle
=(k_B\Theta)^2e^{-t/\tau}\sum_qv_c(q)^2 .$$

Put this into the Green–Kubo formula (9), with volume $NV_{\rm cell}$ and $V_{\rm cell}=a^2h$ for thickness $h$. The time integral supplies $\tau$, and

$$\kappa_c=\frac{k_B\tau}{V_{\rm cell}}\langle v_c^2\rangle_q. \tag{16}$$

The brackets denote an average over wave numbers. At zero tension (13) and (14) reduce to $v_c=2ca\sqrt{K/m}\,\sin qa$. The conductivity ratios are then $1,\frac14,0$: halving the current quarters its correlation.

The full value can be estimated by hand from this limit. The mean of $\sin^2qa$ is one half, so $\langle v_1^2\rangle=2a^2K/m=2.41\times10^7\ {\rm m^2/s^2}$. The prefactor $k_B\tau/V_{\rm cell}$ is $1.59\times10^{-5}$ in SI units, and the product is about 383 W/(m K). The average with tension also gives 383 W/(m K) for the full current. It gives 99 W/(m K) for the pair-force current and 0.5 W/(m K) for the group current, or 0.26 and 0.0013 of the full result. Lifetime, tension and temperature are the same in all three.

### (j) Where the strip departs from a real film

**Estimate how the omitted effects alter these numbers.**

**Solution.** The cell area, mass, rigidity, thickness and stretching modulus $Y=340$ N/m lie in the rough regime of graphene. The equal lifetime is a model choice. Suspended graphene near room temperature conducts roughly some thousands of W/(m K), far more than the bending waves of this strip. The bending conductivity leaves out the heat carried by longitudinal waves. With stiffness $Y$ and the same lifetime they contribute about 3500 W/(m K), and their pair-potential current is the same in all three methods. The pair-force and group totals are then 0.93 and 0.90 of the full total. These are classical model values, not estimates for graphene: the highest longitudinal modes have $\hbar\omega$ of about $6.6\,k_B\Theta$ at 300 K, so quantum heat capacities would cut the longitudinal part by nearly one half and enlarge the deficit. The deficit grows if bending waves live longer than longitudinal ones. In-plane shear waves and contact with a substrate remain outside these estimates.

Waves running sideways can be included on a square lattice under equal tension in both directions. The second difference now includes all four neighbours, and $s^2$ in (13) and in the bracket of (14) becomes $\sin^2(q_xa/2)+\sin^2(q_ya/2)$, where $q_y$ belongs to the second in-plane direction. The factor $\sin(qa)$ in (14) becomes $\sin(q_xa)$. The pair-force ratio is 0.253 and the group ratio 0.0001, so the loss is not peculiar to a narrow strip.

Thermal shortening is more serious. Equipartition gives $\langle|U_q|^2\rangle=k_B\Theta/(m\omega^2)$. A bond difference multiplies this by $4s^2$, hence

$$\langle\text{slope}^2\rangle=\frac{k_B\Theta}{a^2}
\left\langle\frac1{T+4Ks^2}\right\rangle_q .$$

The root-mean-square slope is 0.22 rad. Half its square is a shortening of 2.4 percent, compared with an elastic strain $T/Y$ of 0.09 percent. This size is peculiar to the one-cell strip, where long waves fill much of the wave-number range. On the square lattice the shortening along $x$ is about ten times smaller, and the clamped tension found below is likewise a value for the strip. The results in (i) therefore refer to a fixed mean tension, with ends free to move. If the ends are clamped, a mean-field estimate adds $Y\langle\text{slope}^2\rangle/2$ to the tension and evaluates the slope at the new tension. The solution is 2.9 N/m, and the pair-force and group ratios for bending waves rise to 0.32 and 0.03. This closure is an estimate, since fluctuations of the stretching force are neglected.

The bending angle itself is less troublesome. For an energy $Ka^2(1-\cos\varphi)$ and Gaussian angles, the quartic term is $\langle\varphi^2\rangle/4$ of the quadratic one in size. The root-mean-square angle of 0.125 rad makes this 0.4 percent.

Quantum statistics replaces the classical heat capacity of a mode by $k_B[y/(2\sinh(y/2))]^2$, with $y=\hbar\omega/(k_B\Theta)$. This lowers the full bending conductivity to 0.89 of its classical value. For a length $L=1000$ nm, adding an end-scattering rate $2|v_1|/L$ to $1/\tau$ lowers the classical value to 0.90. Both factors are for the full current at the original tension.

The numerical output lists the values to more digits. For a simulation with many-body forces, (6) supplies the current belonging to the chosen site energies. Agreement of the pressure cannot replace that calculation, whereas the travel of a wave packet can expose a wrong current.

## Computed results

```
Cluster pair, measured Jx: 0.365835 model units
Cluster pair, full Jx: 0.365835 model units
Cluster pair, pair-force Jx: 0.365835 model units
Cluster many-body, measured Jx: 0.889305 model units
Cluster many-body, full Jx: 0.889305 model units
Cluster many-body, pair-force Jx: 0.494676 model units
Cell spacing: 0.16 nm
Cell mass: 12.0 u
Bending rigidity: 1.50 eV
Bending stiffness K: 9.388 N/m
Tension: 0.30 N/m
Stretching modulus: 340 N/m
Nominal thickness: 0.34 nm
Assumed lifetime: 10.0 ps
Temperature: 300 K
Highest strip frequency: 13.87 THz
Packet wavelength: 1.60 nm
Packet duration: 4.00 ps
Measured energy travel: 16.498 nm
full predicted travel: 16.497 nm
full velocity at packet wavelength: 4.0859 km/s
full bending-wave conductivity: 383.12 W/(m K)
full / full conductivity: 1.0000 (ratio)
full / full at zero tension: 1.0000 (ratio)
pair-force predicted travel: 8.574 nm
pair-force velocity at packet wavelength: 2.1250 km/s
pair-force bending-wave conductivity: 98.71 W/(m K)
pair-force / full conductivity: 0.2577 (ratio)
pair-force / full at zero tension: 0.2500 (ratio)
group predicted travel: 0.650 nm
group velocity at packet wavelength: 0.1641 km/s
group bending-wave conductivity: 0.50 W/(m K)
group / full conductivity: 0.0013 (ratio)
group / full at zero tension: 0.0000 (ratio)
Wavelength of equal tension and bending flux: 7.95 nm
Quantum / classical conductivity: 0.8861 (ratio)
Finite-length case: 1000 nm
Finite / infinite conductivity: 0.8950 (ratio)
Longitudinal conductivity, same lifetime: 3464.4 W/(m K)
pair-force / full with longitudinal heat: 0.9261 (ratio)
pair-force / full with sideways waves: 0.2529 (ratio)
pair-force / full with clamped ends: 0.3160 (ratio)
group / full with longitudinal heat: 0.9006 (ratio)
group / full with sideways waves: 0.0001 (ratio)
group / full with clamped ends: 0.0310 (ratio)
RMS thermal slope: 0.2191 rad
Thermal shortening: 2.401 percent
Elastic strain from tension: 0.088 percent
Mean-field clamped tension: 2.859 N/m
RMS bending angle: 0.1253 rad
Quartic / quadratic bending energy: 0.393 percent
```
